# Lateral Screening Length of a Thin Gated Channel at a Contact: a numerical check

```python
"""
Result under test: a contact disturbance in a thin gated channel decays as
exp(-x/lam), with lam close to lam0 = sqrt((eps_c/eps_o)*t_c*t_o).
eps_c, eps_o : relative permittivities of channel and oxide
t_c, t_o     : thicknesses of channel and oxide (nm)
Gate below the oxide, zero normal field on top of the channel, fixed charge only.
Exact decay: smallest k=1/lam with tan(k t_c)*tan(k t_o) = eps_o/eps_c.
Small-k correction: lam^2 = lam0^2 + (t_c^2+t_o^2)/3 + higher order.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def simple_length(eps_c, eps_o, t_c, t_o):
    return np.sqrt(eps_c / eps_o * t_c * t_o)


def root_length(eps_c, eps_o, t_c, t_o):
    """Slowest decay length from the matching condition, free of poles."""
    def mismatch(k):
        return (eps_c * np.sin(k * t_c) * np.sin(k * t_o)
                - eps_o * np.cos(k * t_c) * np.cos(k * t_o))
    return 1 / brentq(mismatch, 0.0, np.pi / (2 * max(t_c, t_o)), xtol=1e-15)


def element_length(layers, top_grounded=False, n=200):
    """Slowest decay length from linear finite elements across the stack.
    layers: (thickness, vertical permittivity, lateral permittivity),
    from the grounded gate upward."""
    size = n * len(layers) + 1
    stiff, mass = np.zeros((size, size)), np.zeros((size, size))
    node = 0
    for thickness, eps_vertical, eps_lateral in layers:
        h = thickness / n
        for _ in range(n):
            s = slice(node, node + 2)
            stiff[s, s] += eps_vertical / h * np.array([[1, -1], [-1, 1]])
            mass[s, s] += eps_lateral * h / 6 * np.array([[2, 1], [1, 2]])
            node += 1
    last = size - 1 if top_grounded else size
    keep = slice(1, last)
    count = last - 1
    value = eigh(mass[keep, keep], stiff[keep, keep], eigvals_only=True,
                 subset_by_index=[count - 1, count - 1])[0]
    return np.sqrt(value)


def stack(eps_c, eps_o, t_c, t_o):
    return [(t_o, eps_o, eps_o), (t_c, eps_c, eps_c)]


# Model parameters
eps_c, eps_o, t_c, t_o = 16.0, 4.0, 3.0, 2.0
gate = -0.5                        # V, relative to the contact
density_cm3 = 2e18                 # fixed positive elementary charges
source = const.e * density_cm3 * 1e6 / const.epsilon_0 * 1e-18   # V/nm^2

lam0 = simple_length(eps_c, eps_o, t_c, t_o)
lam_corrected = np.sqrt(lam0**2 + (t_c**2 + t_o**2) / 3)
lam_root = root_length(eps_c, eps_o, t_c, t_o)
lam_element = element_length(stack(eps_c, eps_o, t_c, t_o))
assert abs(lam_element / lam_root - 1) < 1e-4
assert abs(lam_corrected / lam_element - 1) < 0.01

# The remainder beyond the correction must fall as the inverse contrast
contrasts = [10.0, 100.0]
remainders, contrast_ratios = [], []
for c in contrasts:
    value = element_length(stack(c, 1.0, t_c, t_o))
    base = simple_length(c, 1.0, t_c, t_o)
    remainders.append(value**2 - base**2 - (t_c**2 + t_o**2) / 3)
    contrast_ratios.append(value / base)
assert 7 < remainders[0] / remainders[1] < 13
assert abs(contrast_ratios[1] - 1) < 0.01

# Origin of the two correction terms: switch off each neglected effect
stiff_factor = 1e4                 # suppresses the vertical drop in the channel
no_oxide_lateral = element_length([(t_o, eps_o, 0.0), (t_c, eps_c, eps_c)])
no_channel_drop = element_length([(t_o, eps_o, eps_o),
                                  (t_c, stiff_factor * eps_c, eps_c)])
neither = element_length([(t_o, eps_o, 0.0),
                          (t_c, stiff_factor * eps_c, eps_c)])
assert abs(no_oxide_lateral**2 - lam0**2 - t_c**2 / 3) < 0.15
assert abs(no_channel_drop**2 - lam0**2 - t_o**2 / 3) < 0.15
assert abs(neither / lam0 - 1) < 1e-4

# A symmetric double gate with a channel twice as thick has the same length
double_gate = element_length([(t_o, eps_o, eps_o), (2 * t_c, eps_c, eps_c),
                              (t_o, eps_o, eps_o)], top_grounded=True)
assert abs(double_gate / lam_root - 1) < 1e-4

# Equal permittivities, and two geometries outside the range of validity
equal_element = element_length(stack(1.0, 1.0, t_c, t_o))
equal_formula = 2 * (t_c + t_o) / np.pi
assert abs(equal_element / equal_formula - 1) < 1e-4
outside = []
for tc, to in [(0.6, 100.0), (100.0, 0.6)]:
    value = element_length(stack(eps_c, eps_o, tc, to))
    assert abs(value / root_length(eps_c, eps_o, tc, to) - 1) < 1e-4
    base = simple_length(eps_c, eps_o, tc, to)
    assert value > 2 * base
    assert abs(value / (2 * max(tc, to) / np.pi) - 1) < 0.1
    outside.append((tc, to, base, value))

# Two-dimensional Poisson solution: metal at x<=0, y>=0, oxide continues below
h, left, right = 0.125, 10.0, 60.0
nx, ny = round((left + right) / h), round((t_o + t_c) / h)
x = -left + h * np.arange(nx + 1)
y = -t_o + h * np.arange(ny + 1)
x_mid, y_mid = x[:-1] + h / 2, y[:-1] + h / 2
cell_eps = np.where(y_mid > 0, eps_c, eps_o)[None, :] * np.ones((nx, 1))
cell_source = source * np.outer(x_mid > 0, y_mid > 0)
pad_y = np.pad(cell_eps, ((0, 0), (1, 1)))
pad_x = np.pad(cell_eps, ((1, 1), (0, 0)))
weight_x = (pad_y[:, :-1] + pad_y[:, 1:]) / 2
weight_y = (pad_x[:-1, :] + pad_x[1:, :]) / 2
index = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
a = np.concatenate([index[:-1, :].ravel(), index[:, :-1].ravel()])
b = np.concatenate([index[1:, :].ravel(), index[:, 1:].ravel()])
w = np.concatenate([weight_x.ravel(), weight_y.ravel()])
matrix = coo_matrix((np.concatenate([w, w, -w, -w]),
                     (np.concatenate([a, b, a, b]),
                      np.concatenate([a, b, b, a]))),
                    shape=(index.size, index.size)).tocsr()
padded = np.pad(cell_source, 1)
load = h**2 / 4 * (padded[:-1, :-1] + padded[1:, :-1]
                   + padded[:-1, 1:] + padded[1:, 1:])
fixed = np.zeros((nx + 1, ny + 1), dtype=bool)
fixed[:, 0] = True
fixed |= np.outer(x <= 1e-9, y >= -1e-9)
phi = np.zeros((nx + 1, ny + 1))
phi[:, 0] = gate
flat, free, held = phi.ravel(), ~fixed.ravel(), fixed.ravel()
rows = matrix[free]
flat[free] = spsolve(rows[:, free].tocsc(),
                     load.ravel()[free] - rows[:, held] @ flat[held])
phi = flat.reshape(nx + 1, ny + 1)

# Long-channel potential, then the decay of the thickness-averaged deviation
channel = y >= -1e-9
yc = y[channel]
far_simple = gate + source * t_c * t_o / eps_o
far_profile = far_simple + source * (t_c * yc - yc**2 / 2) / eps_c
far_mean = far_simple + source * t_c**2 / (3 * eps_c)
assert np.max(np.abs(phi[-1, channel] - far_profile)) < 1e-4


def thickness_mean(values):
    return (values.sum(axis=-1) - (values[..., 0] + values[..., -1]) / 2) * h / t_c


mean_phi = thickness_mean(phi[:, channel])
assert abs(mean_phi[-1] - far_mean) < 2e-4
deviation = thickness_mean(phi[:, channel] - far_profile)


def at(position):
    return round((position + left) / h)


x1, x2 = 10.0, 25.0
lam_2d = (x2 - x1) / np.log(deviation[at(x1)] / deviation[at(x2)])
assert abs(lam_2d / lam_root - 1) < 1e-3
prefactor = deviation[at(x1)] * np.exp(x1 / lam_2d) / (-far_mean)
inside = x >= -1e-9
profile_1d = far_simple * (1 - np.exp(-x[inside] / lam0))
worst = np.max(np.abs(profile_1d - mean_phi[inside]))
assert worst / abs(far_mean) < 0.08

bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
print(f"channel, oxide relative permittivity: {eps_c:.0f}, {eps_o:.0f}")
print(f"channel, oxide thickness: {t_c:.1f}, {t_o:.1f} nm")
print(f"effective gate potential: {gate:.2f} V")
print(f"fixed charge density: {density_cm3:.1e} cm^-3")
print(f"charge density / vacuum permittivity: {source:.5f} V/nm^2")
print(f"lam0 (simple formula): {lam0:.4f} nm = {lam0/bohr_nm:.2f} bohr")
print(f"lam with thickness correction: {lam_corrected:.4f} nm")
print(f"lam from tangent equation: {lam_root:.4f} nm = {lam_root/bohr_nm:.2f} bohr")
print(f"lam from finite elements: {lam_element:.4f} nm")
print(f"lam from 2D Poisson solution: {lam_2d:.4f} nm")
print(f"exact lam / lam0: {lam_root/lam0:.4f}")
print(f"k*t_c, k*t_o at exact root: {t_c/lam_root:.4f}, {t_o/lam_root:.4f}")
print(f"lam0^2: {lam0**2:.4f} nm^2")
print(f"lam^2, no lateral oxide field: {no_oxide_lateral**2:.4f} nm^2")
print(f"lam^2, no vertical channel drop: {no_channel_drop**2:.4f} nm^2")
print(f"lam^2, neither effect: {neither**2:.4f} nm^2")
print(f"lam, double gate, channel {2*t_c:.1f} nm: {double_gate:.4f} nm")
for c, ratio, rest in zip(contrasts, contrast_ratios, remainders):
    print(f"permittivity ratio {c:.0f}: lam/lam0 {ratio:.5f}, "
          f"remainder {rest:.5f} nm^2")
print(f"equal permittivities: lam {equal_element:.4f} nm, "
      f"lam0 {simple_length(1, 1, t_c, t_o):.4f} nm")
for tc, to, base, value in outside:
    print(f"t_c {tc:.1f} nm, t_o {to:.1f} nm: lam0 {base:.2f} nm, "
          f"lam {value:.2f} nm, ratio {value/base:.2f}")
print(f"long-channel potential, simple: {far_simple:.4f} V")
print(f"long-channel potential, exact mean: {far_mean:.4f} V")
print(f"prefactor of slow decay in 2D / contact step: {prefactor:.4f}")
for position in [2.0, 5.0, 10.0, 20.0]:
    simple = far_simple * (1 - np.exp(-position / lam0))
    print(f"x {position:.0f} nm: mean potential 2D {mean_phi[at(position)]:.4f} V, "
          f"1D {simple:.4f} V")
print(f"largest 1D-2D difference: {worst:.4f} V "
      f"({100*worst/abs(far_mean):.1f} % of step)")
print("PASS")
```

Running it gives:

```
channel, oxide relative permittivity: 16, 4
channel, oxide thickness: 3.0, 2.0 nm
effective gate potential: -0.50 V
fixed charge density: 2.0e+18 cm^-3
charge density / vacuum permittivity: 0.03619 V/nm^2
lam0 (simple formula): 4.8990 nm = 92.58 bohr
lam with thickness correction: 5.3229 nm
lam from tangent equation: 5.3166 nm = 100.47 bohr
lam from finite elements: 5.3166 nm
lam from 2D Poisson solution: 5.3168 nm
exact lam / lam0: 1.0852
k*t_c, k*t_o at exact root: 0.5643, 0.3762
lam0^2: 24.0000 nm^2
lam^2, no lateral oxide field: 27.0687 nm^2
lam^2, no vertical channel drop: 25.3479 nm^2
lam^2, neither effect: 24.0003 nm^2
lam, double gate, channel 6.0 nm: 5.3165 nm
permittivity ratio 10: lam/lam0 1.03525, remainder -0.02914 nm^2
permittivity ratio 100: lam/lam0 1.00360, remainder -0.00308 nm^2
equal permittivities: lam 3.1831 nm, lam0 2.4495 nm
t_c 0.6 nm, t_o 100.0 nm: lam0 15.49 nm, lam 65.19 nm, ratio 4.21
t_c 100.0 nm, t_o 0.6 nm: lam0 15.49 nm, lam 65.19 nm, ratio 4.21
long-channel potential, simple: -0.4457 V
long-channel potential, exact mean: -0.4389 V
prefactor of slow decay in 2D / contact step: 1.0001
x 2 nm: mean potential 2D -0.1377 V, 1D -0.1494 V
x 5 nm: mean potential 2D -0.2675 V, 1D -0.2851 V
x 10 nm: mean potential 2D -0.3720 V, 1D -0.3878 V
x 20 nm: mean potential 2D -0.4287 V, 1D -0.4382 V
largest 1D-2D difference: 0.0178 V (4.1 % of step)
PASS
```
